# Atomic U and J of Fe²⁺ from LSD total-energy differences: a numerical check

```python
"""Atomic U and J of Fe2+ (3d6) from LSD total energies of a radial code.

E(a,b): energy with a spin-up and b spin-down 3d electrons, spherical density.
Result under test:
  U = E(5,2)-E(4,2)-E(5,1)+E(4,1)   and   J = [E(4,2)-E(5,1)]/3
would equal F0 and (F2+F4)/14 for the average pair energy of a rigid d shell.
With frozen orbitals LSD gives U = F0 + a correlation term; relaxation lowers U.
F0, F2, F4: unscreened Slater integrals of the 3d orbital of the (3,3) ion.
Atomic units inside, eV and angstrom in the output. Non-relativistic.
"""
import itertools
from math import gamma, pi
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc
from sympy.physics.wigner import wigner_3j
from pyscf import gto, dft

HA = constants.physical_constants['Hartree energy in eV'][0]
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
Z = 26
x, h = np.linspace(np.log(1e-6), np.log(30.0), 601, retstep=True)
r = np.exp(x)
w = h * r                       # weights for integrals over r
sphere = 4 * pi * r**2


def coulomb_kernel(k):
    """r_<^k / r_>^(k+1) on the grid; the diagonal corrects for the kink."""
    small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
    kernel = (small / large)**k / large
    kernel[np.diag_indices(r.size)] *= 1 - (2 * k + 1) * h / 12
    return kernel


KERNEL = {k: coulomb_kernel(k) for k in (0, 2, 4)}


def slater_integral(k, radial_density):
    q = w * radial_density
    return q @ KERNEL[k] @ q


def make_basis(spec):
    """Even-tempered Gaussians r^(l+1) exp(-a r^2) for l = 0, 1, 2.

    The kinetic matrix is in closed form: its integrand on the grid would
    not vanish at the nucleus for l = 0.
    """
    basis = []
    for l, (first, ratio, count) in enumerate(spec):
        a = first * ratio**np.arange(count)
        P = r[:, None]**(l + 1) * np.exp(-a * r[:, None]**2)
        P /= np.sqrt(w @ P**2)
        overlap = P.T @ (w[:, None] * P)
        kinetic = (2 * l + 3) * np.outer(a, a) / np.add.outer(a, a) * overlap
        one_body = kinetic - P.T @ ((w * Z / r)[:, None] * P)
        basis.append((P, overlap, one_body))
    return basis


def pw_fit(rs, A, a1, b1, b2, b3, b4):
    s = np.sqrt(rs)
    poly = b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2
    return -2 * A * (1 + a1 * rs) * np.log(1 + 1 / (2 * A * poly))


def xc_density(n_up, n_dn):
    """Exchange and correlation energy per volume (Dirac, Perdew-Wang)."""
    n = n_up + n_dn
    ex = -0.75 * (6 / pi)**(1 / 3) * (n_up**(4 / 3) + n_dn**(4 / 3))
    rs = (3 / (4 * pi * n))**(1 / 3)
    zeta4 = ((n_up - n_dn) / n)**4
    f = (2 * n_up / n)**(4 / 3) + (2 * n_dn / n)**(4 / 3) - 2
    f = f / (2**(4 / 3) - 2)
    e0 = pw_fit(rs, 0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
    e1 = pw_fit(rs, 0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
    stiff = -pw_fit(rs, 0.016887, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)
    ec = e0 + stiff * f / 1.709921 * (1 - zeta4) + (e1 - e0) * f * zeta4
    return ex, n * ec


def volume_density(D):
    return [np.maximum(q / sphere, 1e-25) for q in D]


def effective_potential(D):
    """Hartree plus xc potential; xc derivative by a complex step."""
    n_up, n_dn = volume_density(D)
    t_up, t_dn = 1e-10 * n_up, 1e-10 * n_dn
    v_up = sum(xc_density(n_up + 1j * t_up, n_dn)).imag / t_up
    v_dn = sum(xc_density(n_up, n_dn + 1j * t_dn)).imag / t_dn
    return KERNEL[0] @ (w * (D[0] + D[1])) + np.array([v_up, v_dn])


def occupations(d):
    return np.ones(3), np.full(2, 3.0), np.array([float(d)])


def radial_densities(C, d, basis):
    return [sum((basis[l][0] @ C[s][l])**2 @ occ
                for l, occ in enumerate(occupations(d[s]))) for s in (0, 1)]


def energy_parts(C, d, basis):
    """One-body, Hartree, exchange and correlation energies in eV."""
    D = radial_densities(C, d, basis)
    one = sum(occ @ np.sum(C[s][l] * (basis[l][2] @ C[s][l]), axis=0)
              for s in (0, 1) for l, occ in enumerate(occupations(d[s])))
    hartree = 0.5 * slater_integral(0, D[0] + D[1])
    ex, ec = [(w * sphere) @ e for e in xc_density(*volume_density(D))]
    return HA * np.array([one, hartree, ex, ec])


def solve(d, basis, v=None, core=None):
    """Self-consistent ion; core, if given, holds the s and p shells fixed."""
    if v is None:
        guess = (Z - 2) / r * (1 - (1 + 1.8 * r)**-2)
        v = np.array([guess, guess])
    for _ in range(500):
        C, eps = [], []
        for s in (0, 1):
            orbitals = []
            for l, count in enumerate((3, 2, 1)):
                P, overlap, one_body = basis[l]
                e, c = eigh(one_body + P.T @ ((w * v[s])[:, None] * P), overlap)
                orbitals.append(c[:, :count])
            if core is not None:
                orbitals[:2] = core[s][:2]
            C.append(orbitals)
            eps.append(HA * e[0])          # last l treated is the d shell
        D = radial_densities(C, d, basis)
        v_new = effective_potential(D)
        change = sum((w * D[s]) @ np.abs(v_new[s] - v[s]) for s in (0, 1))
        if change < 3e-6:
            break
        v = v + 0.4 * (v_new - v)
    else:
        raise RuntimeError('no self-consistency for %s' % (d,))
    return {'C': C, 'eps': eps, 'v': v, 'E': energy_parts(C, d, basis).sum()}


def mixed(E):
    """Interaction of one added up electron with one added down electron."""
    return E[5, 2] - E[4, 2] - E[5, 1] + E[4, 1]


# Slater integrals of a Slater-type 3d orbital against separate quadrature
zeta = 4.0
norm = (2 * zeta)**7 / 720
for k in (0, 2, 4):
    def outer(s):
        inner = norm * gammainc(7 + k, 2 * zeta * s) * gamma(7 + k)
        inner /= (2 * zeta)**(7 + k)
        return 2 * norm * s**(5 - k) * np.exp(-2 * zeta * s) * inner
    direct = quad(outer, 0, 12, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    grid = slater_integral(k, norm * r**6 * np.exp(-2 * zeta * r))
    assert abs(grid / direct - 1) < 3e-6

# Bare nucleus: lowest levels from above against the hydrogen-like energies
SPEC = [(0.3, 2.2, 20), (0.25, 2.2, 14), (0.08, 2.1, 12)]
basis = make_basis(SPEC)
for l, (P, overlap, one_body) in enumerate(basis):
    excess = eigh(one_body, overlap)[0][0] + Z**2 / (2 * (l + 1)**2)
    assert -1e-5 < excess < 0.05

# Self-consistent ions
configs = [(5, 0), (4, 1), (5, 1), (4, 2), (3, 3), (5, 2)]
corners = [(5, 2), (4, 2), (5, 1), (4, 1)]
ref = solve((3, 3), basis)
ion = {d: solve(d, basis, ref['v']) for d in configs}
E = {d: ion[d]['E'] for d in configs}
frozen = {d: energy_parts(ref['C'], d, basis) for d in configs}
E_core = {d: solve(d, basis, ref['v'], ref['C'])['E'] for d in corners}

# Unscreened Slater integrals
density_3d = (basis[2][0] @ ref['C'][0][2][:, 0])**2
F = {k: HA * slater_integral(k, density_3d) for k in (0, 2, 4)}
J_slater = (F[2] + F[4]) / 14

# Average pair energy: explicit average over all determinants
ms = range(-2, 3)
U_m, J_m = np.zeros((5, 5)), np.zeros((5, 5))
for k in (0, 2, 4):
    c = np.array([[(-1)**m * 5 * float(wigner_3j(2, k, 2, 0, 0, 0))
                   * float(wigner_3j(2, k, 2, -m, m - q, q))
                   for q in ms] for m in ms])
    U_m += F[k] * np.outer(np.diag(c), np.diag(c))
    J_m += F[k] * c**2
average = {}
for a, b in configs:
    values = []
    for up in itertools.combinations(range(5), a):
        for dn in itertools.combinations(range(5), b):
            up_i, dn_i = np.array(up, int), np.array(dn, int)
            same = sum((U_m - J_m)[np.ix_(g, g)].sum() for g in (up_i, dn_i))
            values.append(same / 2 + U_m[np.ix_(up_i, dn_i)].sum())
    average[a, b] = np.mean(values)
    n = a + b
    pair = F[0] * n * (n - 1) / 2
    pair -= J_slater / 2 * (a * (a - 1) + b * (b - 1))
    assert abs(average[a, b] - pair) < 1e-8
assert abs(mixed(average) - F[0]) < 1e-8
assert abs(average[4, 2] - average[5, 1] - 3 * J_slater) < 1e-8
assert abs(average[3, 3] - average[4, 2] - J_slater) < 1e-8
assert abs(average[4, 1] - average[5, 0] - 4 * J_slater) < 1e-8
W_pair = average[5, 2] + average[5, 0] - 2 * average[5, 1]
assert abs(W_pair - F[0] + J_slater) < 1e-8

# Frozen orbitals: what survives in U and in J
U_parts = mixed(frozen)
assert abs(U_parts[0]) < 1e-5 and abs(U_parts[2]) < 1e-5
assert abs(U_parts[1] - F[0]) < 1e-5
J_parts = (frozen[4, 2] - frozen[5, 1]) / 3
assert abs(J_parts[0]) < 1e-5 and abs(J_parts[1]) < 1e-5
U_frozen, J_frozen = U_parts.sum(), J_parts.sum()

# Relaxed results
U, U_core = mixed(E), mixed(E_core)
J = (E[4, 2] - E[5, 1]) / 3
J_low = E[3, 3] - E[4, 2]
J_d5 = (E[4, 1] - E[5, 0]) / 4
W = E[5, 2] + E[5, 0] - 2 * E[5, 1]
for d in corners:
    assert E[d] <= E_core[d] + 1e-5 and E_core[d] <= frozen[d].sum() + 1e-5
assert U < U_core < U_frozen
assert abs(J / J_frozen - 1) < abs(U / U_frozen - 1)
assert abs(J / J_low - 1) < 0.15


def mean_radius(d):
    P = basis[2][0] @ ion[d]['C'][0][2][:, 0]
    return BOHR * (w * r) @ P**2


radius = [mean_radius(d) for d in ((5, 0), (5, 1), (5, 2))]
assert radius[0] < radius[1] < radius[2]

# Eigenvalue road: energy differences as integrals over occupation
half = {d: solve(d, basis, ref['v'])['eps']
        for d in ((5, 1.5), (4, 1.5), (4.5, 1.5))}


def simpson(first, middle, last):
    return (first + 4 * middle + last) / 6


add_dn = {a: simpson(ion[a, 1]['eps'][1], half[a, 1.5][1],
                     ion[a, 2]['eps'][1]) for a in (5, 4)}
U_eps = add_dn[5] - add_dn[4]
U_mid = half[5, 1.5][1] - half[4, 1.5][1]
gap = [e[1] - e[0] for e in (ion[5, 1]['eps'], half[4.5, 1.5],
                             ion[4, 2]['eps'])]
J_eps, J_mid = simpson(*gap) / 3, gap[1] / 3
assert abs(add_dn[5] - (E[5, 2] - E[5, 1])) < 5e-3
assert abs(U_eps - U) < 5e-3 and abs(J_eps - J) < 5e-3

# Larger radial basis
large = make_basis([(0.2, 2.0, 24), (0.15, 2.0, 17), (0.06, 1.9, 14)])
start = solve((5, 1), large, ref['v'])
E_large = {d: solve(d, large, start['v'])['E'] for d in corners}
U_large = mixed(E_large)
J_large = (E_large[4, 2] - E_large[5, 1]) / 3
assert abs(U_large - U) < 0.01 and abs(J_large - J) < 0.01

# Three-dimensional calculation of the spherical d5 ion in the same basis
functions = [[l, [float(first * ratio**i), 1.0]]
             for l, (first, ratio, count) in enumerate(SPEC)
             for i in range(count)]
mol = gto.M(atom='Fe 0 0 0', basis={'Fe': functions}, charge=3, spin=5,
            verbose=0)
mf = dft.UKS(mol)
mf.xc = 'LDA_X,LDA_C_PW'
mf.grids.atom_grid = {'Fe': (200, 110)}
mf.grids.prune = None
mf.small_rho_cutoff = 0         # keep every grid point
mf.conv_tol = 1e-8
E_3d = HA * mf.kernel()
assert mf.converged
assert abs(E_3d - E[5, 0]) < 3e-3, 'difference %.5f eV' % (E_3d - E[5, 0])

print('Fe2+ nuclear charge Z = %d, reference d occupation (5,1)' % Z)
print('radial grid points = %d, Gaussians s,p,d = %d,%d,%d'
      % (r.size, SPEC[0][2], SPEC[1][2], SPEC[2][2]))
print('total energy E(5,1) = %.3f eV' % E[5, 1])
for d in configs:
    print('E(%d,%d) - E(5,1) = %.3f eV' % (d[0], d[1], E[d] - E[5, 1]))
print('Slater F0 = %.3f eV' % F[0])
print('Slater F2 = %.3f eV' % F[2])
print('Slater F4 = %.3f eV' % F[4])
print('ratio F4/F2 = %.3f' % (F[4] / F[2]))
print('unscreened J = (F2+F4)/14 = %.3f eV' % J_slater)
print('frozen U, correlation part = %.3f eV' % U_parts[3])
print('frozen-orbital U = %.3f eV' % U_frozen)
print('frozen-core U (3d relaxed) = %.3f eV' % U_core)
print('relaxed U = %.3f eV = %.4f hartree' % (U, U / HA))
print('lowering of U by 3d relaxation = %.3f eV' % (U_frozen - U_core))
print('further lowering by core relaxation = %.3f eV' % (U_core - U))
print('ratio U/F0 = %.3f' % (U / F[0]))
print('frozen J, exchange part = %.3f eV' % J_parts[2])
print('frozen J, correlation part = %.3f eV' % J_parts[3])
print('frozen-orbital J = %.3f eV' % J_frozen)
print('relaxed J from (5,1)->(4,2) = %.3f eV = %.4f hartree' % (J, J / HA))
print('relaxed J from (4,2)->(3,3) = %.3f eV' % J_low)
print('relaxed J from (5,0)->(4,1) = %.3f eV' % J_d5)
print('ratio J/J_unscreened = %.3f' % (J / J_slater))
print('high-spin difference W = %.3f eV' % W)
print('W + J = %.3f eV' % (W + J))
print('U - W = %.3f eV' % (U - W))
for d, value in zip(((5, 0), (5, 1), (5, 2)), radius):
    print('mean radius of spin-up 3d in (%d,%d) = %.4f angstrom'
          % (d[0], d[1], value))
print('U from eigenvalues, Simpson = %.3f eV' % U_eps)
print('U from eigenvalues, midpoint = %.3f eV' % U_mid)
print('J from eigenvalues, Simpson = %.3f eV' % J_eps)
print('J from eigenvalues, midpoint = %.3f eV' % J_mid)
print('U in larger basis = %.3f eV' % U_large)
print('J in larger basis = %.3f eV' % J_large)
print('d5 ion, |PySCF - radial code| = %.5f eV' % abs(E_3d - E[5, 0]))
print('tests ok')
```

Printed output:

```
Fe2+ nuclear charge Z = 26, reference d occupation (5,1)
radial grid points = 601, Gaussians s,p,d = 20,14,12
total energy E(5,1) = -34294.411 eV
E(5,0) - E(5,1) = 31.848 eV
E(4,1) - E(5,1) = 36.104 eV
E(5,1) - E(5,1) = 0.000 eV
E(4,2) - E(5,1) = 2.803 eV
E(3,3) - E(5,1) = 3.735 eV
E(5,2) - E(5,1) = -16.834 eV
Slater F0 = 23.577 eV
Slater F2 = 10.748 eV
Slater F4 = 6.655 eV
ratio F4/F2 = 0.619
unscreened J = (F2+F4)/14 = 1.243 eV
frozen U, correlation part = -0.097 eV
frozen-orbital U = 23.480 eV
frozen-core U (3d relaxed) = 16.858 eV
relaxed U = 16.467 eV = 0.6052 hartree
lowering of U by 3d relaxation = 6.622 eV
further lowering by core relaxation = 0.391 eV
ratio U/F0 = 0.698
frozen J, exchange part = 1.086 eV
frozen J, correlation part = -0.166 eV
frozen-orbital J = 0.919 eV
relaxed J from (5,1)->(4,2) = 0.934 eV = 0.0343 hartree
relaxed J from (4,2)->(3,3) = 0.932 eV
relaxed J from (5,0)->(4,1) = 1.064 eV
ratio J/J_unscreened = 0.752
high-spin difference W = 15.014 eV
W + J = 15.948 eV
U - W = 1.453 eV
mean radius of spin-up 3d in (5,0) = 0.5143 angstrom
mean radius of spin-up 3d in (5,1) = 0.5599 angstrom
mean radius of spin-up 3d in (5,2) = 0.6247 angstrom
U from eigenvalues, Simpson = 16.467 eV
U from eigenvalues, midpoint = 16.499 eV
J from eigenvalues, Simpson = 0.934 eV
J from eigenvalues, midpoint = 0.934 eV
U in larger basis = 16.467 eV
J in larger basis = 0.934 eV
d5 ion, |PySCF - radial code| = 0.00007 eV
tests ok
```
